# Estimating how deposition noise coarsens fixed-slope growth mounds

Take a metal film covered with mounds 10 nm wide whose sides are inclined at 13°. Each mound is about 8 atomic layers high. After 500 more layers have been deposited, the randomness of the arriving atoms has made neighbouring mounds differ in height by about 0.9 layer. For that difference to match the height of a mound, about 40 000 layers are needed, which at one layer per minute takes about four weeks. Why is the noise so weak, and how does the required dose grow with the size of the mounds?

## Setting and conventions

Mounds cover a substrate of dimension $d$. For $d=2$ it is an ordinary surface. For $d=1$ it is a single row of sites, one atom wide. Let $a$ be the site spacing, $c$ the layer height, $L$ the lateral size of a mound and $\ell=L/a$ its size in sites. A mound then covers $N=\ell^d$ sites. The dose $\theta=Ft$ is the deposition rate $F$ in layers per unit time multiplied by the time $t$. Heights are counted in layers.

The sides have a selected steepness $s$ that does not change during growth. In layers per site it is

$$\sigma=\frac{sa}{c}.$$

A mound on a row has a base of length $\ell$, so its sides descend over $\ell/2$ and its height is $H=\sigma\ell/2$. On a surface I take four-sided pyramids,

$$h=z-\frac{\sigma}{\sqrt2}\,(|x|+|y|),$$

with apex height $z$ and with $x,y$ in sites. The gradient has components $\pm\sigma/\sqrt2$, hence magnitude $\sigma$. The base $|x|+|y|\le R$ is a square of area $2R^2$. Setting this equal to $\ell^2$ gives $R=\ell/\sqrt2$, and the height is $\sigma R/\sqrt2=\sigma\ell/2$. Thus $H=\sigma\ell/2$ in both dimensions.

The physical assumption is that atoms arrive independently, at random places, and are built into the mound on which they land. There is no net transport from one mound to another.

## The estimate on the back of an envelope

The number $n$ of atoms landing on a mound is Poisson distributed. Its mean is $N\theta$, and so is its variance. Spread over the $N$ sites, these atoms raise the mound by $n/N$ layers, and

$$\mathrm{Var}\!\left(\frac nN\right)=\frac{N\theta}{N^2}=\frac{\theta}{N}.$$

Two neighbours receive independent rain. In their height difference $\Delta h$ the mean growth cancels and the variances add:

$$\mathrm{Var}(\Delta h)=\frac{2\theta}{\ell^d}. \qquad (1)$$

Atoms thrown one by one onto a numerical board, to a dose of 5 layers, show this directly. For patches of 16 sites in a row the counted variance is 0.66, against 0.625 from (1). For patches of $8\times8$ sites it is 0.157, against 0.156.

A mound is in danger when $\Delta h$ becomes comparable with its height. Balancing the squares gives

$$\frac{2\theta}{\ell^d}=\left(\frac{\sigma\ell}{2}\right)^2
\quad\Longrightarrow\quad
\theta=\frac{\sigma^2\ell^{d+2}}{8}. \qquad (2)$$

Solved for the size,

$$\ell=\left(\frac{8\theta}{\sigma^2}\right)^{1/(d+2)}. \qquad (3)$$

The exponent is 1/3 on a row and 1/4 on a surface. Of the $d+2$ powers of $\ell$, two come from the height to be overcome, which grows with the width because the slope is fixed. The other $d$ come from averaging: a larger mound collects more atoms, and its mean height fluctuates less.

The factor 8 is a convention of the estimate. A mound disappears when its apex is buried by the side of a neighbour. On a row the neighbouring apex is $\ell$ sites away, and its side falls by $\sigma\ell$ over that distance. On a surface the neighbour across an edge sits at $x=y=\ell/\sqrt2$, where $|x|+|y|=\sqrt2\,\ell$, and the fall is again $\sigma\ell$. Burial by a neighbour at the mean distance therefore requires $\Delta h=\sigma\ell=2H$. Using $2H$ in the balance would replace 8 by 2 and leave the exponent alone.

## A controlled version

Equation (3) treats the size as fixed while the noise accumulates, although the size is what changes. The repair is to define a model and look at its symmetry under a change of scale.

Give mound $i$ a fixed apex position and a variable apex height $z_i$. The surface is the upper envelope of all mounds. The part of the envelope that belongs to mound $i$ is its territory, of $A_i$ sites. In a small dose $d\theta$ the territory receives $dn_i$ atoms, with mean and variance $A_i\,d\theta$. Measured from the mean growth, the mound rises rigidly by

$$dz_i=\frac{dn_i-A_i\,d\theta}{A_i},\qquad
\langle dz_i\rangle=0,\qquad
\langle dz_i^2\rangle=\frac{A_i\,d\theta}{A_i^2}=\frac{d\theta}{A_i}. \qquad (4)$$

A mound without territory is removed. One atom raises a mound by $1/A_i$ layers. If this is small compared with its height, that is if $\sigma\ell^{d+1}\gg1$, many arrivals are needed for any appreciable change, and the mean and variance in (4) suffice to describe the noise.

Now choose a reference size $\ell_0$ and introduce scaled variables, written with capitals or a hat:

$$x=\ell_0X,\qquad z=\sigma\ell_0Z,\qquad A=\ell_0^d\hat A,\qquad \theta=\sigma^2\ell_0^{d+2}T.$$

The sides of the mounds then have unit slope. The noise becomes

$$\langle dZ_i^2\rangle=\frac{\langle dz_i^2\rangle}{\sigma^2\ell_0^2}
=\frac{\sigma^2\ell_0^{d+2}\,dT}{\ell_0^d\hat A_i\,\sigma^2\ell_0^2}
=\frac{dT}{\hat A_i}.$$

Neither $\sigma$ nor $\ell_0$ is left. Two patterns that are scaled copies of each other therefore evolve in the same way, apart from the units of length, height and dose.

One hypothesis is still needed: after a transient, the pattern at a later time is statistically a magnified copy of the pattern at an earlier time. Then the present size $\ell$ can serve as $\ell_0$, and the growth rate of the scaled size at that moment is a pure number. Call it $K/(d+2)$. Returning to the original units multiplies it by $\ell$ for the length and divides it by $\sigma^2\ell^{d+2}$ for the dose:

$$\frac{d\ell}{d\theta}=\frac{K}{d+2}\,\frac{\ell}{\sigma^2\ell^{d+2}}
=\frac{K}{(d+2)\,\sigma^2\,\ell^{d+1}}. \qquad (5)$$

Multiply by $(d+2)\ell^{d+1}$. The left side becomes the derivative of $\ell^{d+2}$. Let the dose be counted from a moment after the transient, when the size is $\ell_0$. Integration then gives

$$\ell^{d+2}-\ell_0^{d+2}=\frac{K\theta}{\sigma^2}. \qquad (6)$$

When $\ell\gg\ell_0$ this has the form of (3), with $K$ in place of 8. When little has happened since that moment, the expansion $\ell^{d+2}\approx\ell_0^{d+2}+(d+2)\ell_0^{d+1}(\ell-\ell_0)$ shows that the size grows linearly with dose. With the dose counted from that moment, a power law fitted to this early regime would give an exponent well below 1/3 or 1/4.

Doubling the size costs

$$\theta_{2}=\frac{(2^{d+2}-1)\,\sigma^2\ell_0^{d+2}}{K},$$

and the next doubling costs $2^{d+2}$ times as much: 8 times on a row, 16 times on a surface. The latest doubling dominates the total dose, so the early history is forgotten.

The model does not conserve volume perfectly. When a mound rises by $\delta$, its territory grows by $A_i'\delta$, where $A_i'=\partial A_i/\partial z_i$, and the envelope gains an extra volume $\tfrac12A_i'\delta^2$. The edge of the territory has a length of order $\ell^{d-1}$ and moves by about $\delta/\sigma$, so $A_i'\sim\ell^{d-1}/\sigma$. With $\langle\delta^2\rangle=d\theta/A_i$, the extra mean height is of order $d\theta/(\sigma\ell^{d+1})$. Over a dose of order $\sigma^2\ell^{d+2}$ it adds up to order $\sigma\ell$, comparable with the height of a mound. Since it scales in the same way as the height, correcting it can change $K$ but not the exponent. The change is not small: on rows, letting each mound rise only by the volume its atoms fill raises $K$ by about a quarter.

## Comparison of the two

The number $K$ has to be computed. I simulated the envelope model with apices at random sites and equal initial heights. Each step drew Poisson numbers of atoms for the current territories and, after a short start, advanced the dose by 2%. The power $z$ in $\theta\propto\ell^z$, not to be confused with the apex heights, follows from the dose intervals between successive sizes in a fixed ratio $r$. By (6), an interval starting at size $\ell_k$ is $\sigma^2(r^{d+2}-1)\ell_k^{d+2}/K$, so the slope of its logarithm against $\ln\ell_k$ is $z=d+2$, whatever the origin of the dose.

For rows, with sizes from 16 to 96 sites:

- $\sigma=1$ gave $z=3.14$ and $K=10.7$.
- $\sigma=0.5$ gave $z=3.00$ and $K=11.9$.

For surfaces, with sizes from 8 to 24 sites:

- $\sigma=1$ gave $z=4.22$ and $K=11.4$.
- $\sigma=0.5$ gave $z=4.09$ and $K=12.1$.

The inverse of the mean $z$ is 0.326 on rows and 0.241 on surfaces, against 0.333 and 0.250. The deviations of $z$ are of the same size as the differences between single runs, and these runs cannot tell sampling scatter from a remaining transient. The $\sigma^2$ law can be read from the doses themselves. Halving the slope lowered the dose needed to reach the largest size by a factor of 4.5 on rows and 4.2 on surfaces, where (6) says 4.

The mean $K$ is 11.3 on rows and 11.7 on surfaces. Repeating one run on rows with half the dose step raised $K$ by 11%, which includes the scatter of a new random history. A finite step misses burials that happen within it, so these values are not converged and tend to be low: on rows $K$ keeps rising, to about 12, as the step is reduced tenfold, and the volume correction raises it further, to about 14. The value on surfaces is no better known and may be low by 10 to 25%. The simple balance, with its factor of 8, is thus low by a third to a half, while the stricter criterion $2H$, with its factor of 2, is low by a factor of 6 to 7. A plausible reason, not examined separately here, is that burial does not wait for the typical pair: a mound has several neighbours, some of them close, and small territories fluctuate more strongly.

## When the slope is not fixed

Suppose that the slope steepens during growth as $\sigma=\kappa\theta^p$, with constant $\kappa$ and $p$. The balance (2) becomes

$$\frac{2\theta}{\ell^d}=\frac{\kappa^2\theta^{2p}\ell^2}{4}
\quad\Longrightarrow\quad
\ell^{d+2}=\frac{8}{\kappa^2}\,\theta^{1-2p},$$

so the exponent falls to $(1-2p)/(d+2)$. It vanishes at $p=1/2$. This is the case of mounds shaped like wedding cakes, whose height grows as $\sqrt\theta$ when no atoms move down between layers. The noise also grows as $\sqrt\theta$, and the ratio

$$\frac{\sqrt{2\theta/\ell^d}}{\kappa\sqrt\theta\,\ell/2}=\frac{2\sqrt2}{\kappa\,\ell^{1+d/2}}$$

does not depend on dose. This form holds for a fixed $\kappa$. A wedding cake has a height of about $\sqrt\theta$ whatever its width, so its $\kappa$ goes as $1/\ell$ and the ratio falls only as $\ell^{-d/2}$. Once the mounds are wide enough to make the ratio small, the noise catches up only rarely, and coarsening nearly stops.

A simulation on a row with $\sigma=0.25\sqrt{1+\theta}$, started at a mean size of 8 sites, shows this. The size reached 11.9 sites at 100 layers. From there to 10 000 layers it rose to just 12.6 sites, an effective exponent of 0.013. An exponent of 1/3 would have multiplied the size by 4.6. Coarsening by deposition noise with the exponents 1/3 and 1/4 therefore depends on slope selection.

## The 10 nm mounds

The numbers in the opening are rough values typical of iron grown on Fe(001) near room temperature: $a=0.287$ nm, $c=0.143$ nm, a side angle of 13° and one layer per minute. They give

$$\sigma=\tan13^\circ\,\frac{0.287}{0.143}=0.463,\qquad
\ell=\frac{10}{0.287}=34.8,\qquad
H=\frac{0.463\times34.8}{2}=8.1\ \text{layers},$$

or 1.15 nm. After 500 layers, a film of about 72 nm, equation (1) gives

$$\Delta h=\sqrt{\frac{2\times500}{34.8^2}}=0.91\ \text{layer},$$

11% of the height. The noise is weak because each mound averages over some 1200 sites. The dose at balance is

$$\theta=\frac{0.463^2\times34.8^4}{8}\approx4\times10^4\ \text{layers},$$

a film 5.7 µm thick. With the simulated $K$, doubling the width to 20 nm takes $15\,\sigma^2\ell^4/K\approx4\times10^5$ layers, or about 280 days; a $K$ near 15 would give about 220 days. If the pattern is already past its transient, so that (6) applies, noise alone widens the mounds from 10 nm to 10.05 nm during the 500-layer film.

On a single atomic row, mounds of the same width and slope reach balance after about 1100 layers, because each averages over 35 sites instead of 35². A real ripple is not such a row. If it stays straight over $w$ sites along its length, it averages over $\ell w$ sites, and the dose in (2) for $d=1$ is multiplied by $w$. The exponent 1/3 survives if $w$ stays constant.

## What a real film adds

The assumption most open to doubt is that mounds exchange no material. Surface transport that smooths the film is often described by a term $-B\nabla^4h$ in the growth rate. With lengths in sites and time measured by dose, a dimensional guess for $B$ is $\ell_D^4$, where $\ell_D$ is the distance an adatom diffuses before it is captured. Structures of size $\ell$ are then affected after a dose of order

$$\theta_s=\left(\frac{\ell}{\ell_D}\right)^4.$$

For an assumed $\ell_D=20$ sites this is about 9 layers, some 4000 times less than the dose at balance. The comparison is crude. Under this term a sine wave of period $\ell$ would decay $(2\pi)^4\approx1600$ times sooner than $\theta_s$ suggests. On the other hand, flat sides have $\nabla^4h=0$, so this transport starts at edges and corners, and $\theta_s$ alone does not fix the dose that actual coarsening needs. The margin also depends strongly on $\ell_D$. Ten to twenty sites is a value for the flat surface. On the sides, where terraces are about 2 sites wide, an adatom is captured within about 3 sites, and $\theta_s$ is then of the same order as the dose at balance. The large margin holds only if the longer length governs the transport. Equating $\theta_s$ with (2) for $d=2$ gives $\ell_D=(8/\sigma^2)^{1/4}=2.5$ sites, whatever the mound size. For diffusion lengths well above this, smoothing transport is the stronger candidate.

Both doses grow as $\ell^4$ on a surface. A measured exponent of 1/4 therefore does not identify noise as the cause; the absolute dose is the better witness. If a film with these parameters coarsens markedly within a few hundred layers, the shot noise treated here is too weak to explain it.

Two other omissions matter less. Atoms landing within one terrace width, $1/\sigma=2.16$ sites, of a valley might join the neighbouring mound. They make up $1-(1-2\times2.16/34.8)^2$, or about 23%, of the arrivals. If each chooses independently and exchange is balanced on average, the numbers joining the mounds are still independent Poisson numbers with the same means, and (1) is unchanged. A systematic preference for one side would be net transport and would matter. Desorption is negligible: a rough barrier of 4 eV and an attempt rate of $10^{13}$ per second give about $10^{-54}$ events per second at 300 K.
